# Langevin capture of silane by silyl anions and cluster growth

## Problem

In a silane discharge used to deposit amorphous silicon, negative ions may grow by the sequence

\[
\mathrm{Si}_n\mathrm{H}_{2n+1}^- + \mathrm{SiH}_4 \rightarrow \mathrm{Si}_{n+1}\mathrm{H}_{2n+3}^- + \mathrm{H}_2 .
\]

The first member is the silyl anion, SiH₃⁻. Take the polarizability volume of silane as \(\alpha=4.7\) Å³, the gas temperature as 500 K and the silane partial pressure as 0.2 Torr.

(a) Find the capture coefficient of SiH₃⁻ with SiH₄, treating the anion as a point charge and the relative motion as classical.

(b) In what sense is it an upper estimate of the growth coefficient?

(c) How fast could the first clusters grow, and at what size does the estimate fail?

The polarizability volume is defined so that a field \(F\) induces the dipole \(p=4\pi\varepsilon_0\alpha F\). The relative kinetic energy at large separation is \(E=\mu v^2/2\), with \(\mu\) the reduced mass and \(v\) the relative speed. The impact parameter \(b\) is the distance by which the partners would miss each other if no force acted.

## A tempting solution

The attraction between the charge and the dipole it induces has the form \(V(r)=-C_4/r^4\), with

\[
C_4=\frac{\alpha e^2}{8\pi\varepsilon_0}.
\]

It seems natural to say that attraction wins where its magnitude equals the kinetic energy:

\[
\frac{C_4}{r_c^4}=E,\qquad r_c=\left(\frac{C_4}{E}\right)^{1/4}.
\]

Every pair aimed to pass within \(r_c\) is then counted as captured, so the cross-section is \(\pi r_c^2\).

With \(e^2/(4\pi\varepsilon_0)=14.40\) eV Å, the coefficient is \(C_4=\tfrac12(4.7)(14.40)=33.84\) eV Å⁴. At \(E=k_BT=0.0431\) eV this gives \(r_c=(33.84/0.0431)^{1/4}=5.29\) Å and a cross-section of 88 Å². The reduced mass is \(2.624\times10^{-26}\) kg, so the speed at this energy is \(\sqrt{2E/\mu}=725\) m/s. The product is

\[
(88\times10^{-20}\ \mathrm{m^2})(725\ \mathrm{m/s})
=6.4\times10^{-16}\ \mathrm{m^3/s}
=6.4\times10^{-10}\ \mathrm{cm^3/s}.
\]

## Where it fails

The potential is right, and \(r_c\) will turn out to be a meaningful distance. The fault is the step from "reaches \(r_c\)" to "has \(b<r_c\)". That step treats \(b\) as the distance of closest approach, which holds for a straight path. The attraction bends the path inward, so pairs aimed wider than \(r_c\) can also come in.

The correct criterion must include angular momentum. The tempting answer leaves out part of the captures, so it cannot serve as an upper estimate even within its own model.

## Correct solution

### The attraction and its factor of one half

At distance \(r\) the anion produces a field of magnitude \(F=e/(4\pi\varepsilon_0r^2)\). A dipole \(p\) aligned with the field has energy \(-pF\), but creating it costs internal energy. For a linear response this cost is quadratic, and the total is

\[
U(p)=-pF+\frac{p^2}{2(4\pi\varepsilon_0\alpha)} .
\]

Setting \(dU/dp=0\) returns \(p=4\pi\varepsilon_0\alpha F\), as the definition of \(\alpha\) requires. Inserting this value gives

\[
V=-4\pi\varepsilon_0\alpha F^2+\tfrac12\,4\pi\varepsilon_0\alpha F^2
=-\tfrac12\,4\pi\varepsilon_0\alpha F^2
=-\frac{\alpha e^2}{8\pi\varepsilon_0r^4}.
\]

The internal cost cancels half of the interaction energy. The sign of the ion's charge does not matter, because \(F\) enters squared.

This form can be compared with an electronic-structure calculation of silane beside a charge \(-e\). At the Hartree–Fock level with the aug-cc-pVDZ basis, a uniform field gives \(\alpha=4.44\) Å³; the larger aug-cc-pVTZ basis lowers this by 0.03 Å³. The orientation-averaged energy beside a charge 15.9 Å away, read through the formula above, gives 4.49 Å³. The two agree within the test limit of 3%, which allows for shorter-ranged terms. Hartree–Fock omits electron correlation and the basis is finite, so these values check the law and the size of \(\alpha\); the given 4.7 Å³ is kept.

### The condition for capture

The angular momentum is \(L=\mu vb\) and is conserved. The energy of the tangential motion is therefore

\[
\frac{L^2}{2\mu r^2}=\frac{\mu v^2b^2}{2r^2}=\frac{Eb^2}{r^2}.
\]

Energy conservation leaves for the radial motion

\[
\frac{\mu\dot r^2}{2}=E-\frac{Eb^2}{r^2}+\frac{C_4}{r^4}.
\]

The pair moves inward without turning back if the right side stays positive at every \(r\). Multiplying by \(r^2/E\), which is positive, turns this into

\[
b^2<g(r),\qquad g(r)=r^2+\frac{C_4}{Er^2}\qquad\text{for all }r.
\]

The strictest demand comes from the minimum of \(g\):

\[
g'(r)=2r-\frac{2C_4}{Er^3}=0
\quad\Rightarrow\quad r^4=\frac{C_4}{E}=r_c^4 .
\]

It is a minimum, since \(g''(r_c)=2+6C_4/(Er_c^4)=8>0\). With \(C_4/E=r_c^4\), its value is

\[
b_c^2=g(r_c)=r_c^2+\frac{r_c^4}{r_c^2}=2r_c^2 .
\]

The distance \(r_c\) is thus the position of the centrifugal barrier, while the largest captured impact parameter is \(\sqrt2\,r_c\). A pair with \(b=r_c\), which the tempting argument puts at the edge of capture, still has radial energy \(E-E+E=E\) when it crosses \(r_c\). It is far from being turned back.

At \(E=k_BT\) the formula gives \(b_c=7.487\) Å. Trajectories integrated from a separation of 60 Å, with the border between capture and escape found by bisection, agree with this value within 0.001 Å.

### The coefficient

The cross-section is

\[
\sigma=\pi b_c^2=2\pi\left(\frac{C_4}{E}\right)^{1/2},
\]

or 176 Å² at \(E=k_BT\). Multiplying by \(v=\sqrt{2E/\mu}\) removes the energy:

\[
k_L=\sigma v=2\pi\left(\frac{C_4}{E}\,\frac{2E}{\mu}\right)^{1/2}
=2\pi\left(\frac{2C_4}{\mu}\right)^{1/2}
=2\pi\left(\frac{\alpha e^2}{4\pi\varepsilon_0\mu}\right)^{1/2}.
\]

Slow pairs are deflected more strongly and have a larger cross-section, which compensates for their lower encounter rate. Because \(\sigma v\) is the same for all speeds, its average over any speed distribution is \(k_L\). In this model the coefficient does not depend on temperature. A numerical search for the barrier followed by a Maxwell average gives \(1.277\times10^{-9}\) cm³/s at 300, 500 and 1000 K.

The masses are 31.109 u for SiH₃⁻ and 32.117 u for SiH₄, so

\[
\mu=\frac{(31.109)(32.117)}{63.226}\ \mathrm u=15.80\ \mathrm u=2.624\times10^{-26}\ \mathrm{kg}.
\]

In SI units, 14.40 eV Å is \(2.307\times10^{-28}\) J m, and

\[
k_L=2\pi\left[\frac{(4.7\times10^{-30}\ \mathrm{m^3})(2.307\times10^{-28}\ \mathrm{J\,m})}{2.624\times10^{-26}\ \mathrm{kg}}\right]^{1/2}
=1.28\times10^{-15}\ \mathrm{m^3/s}.
\]

**The answer to (a) is \(k_L\approx1.3\times10^{-9}\) cm³/s**, twice the tempting value.

Classical motion is adequate here. The orbital quantum number at the critical impact parameter is \(\mu vb_c/\hbar\approx135\), so one unit of angular momentum changes \(b\) by less than 1%.

## In what sense it is an upper estimate

Capture brings the partners together; it does not guarantee that H₂ leaves and a Si–Si bond remains. The pair may separate again unchanged. If \(P\) is the reaction probability per capture, averaged over captures, the growth coefficient is

\[
k_{\rm growth}=P\,k_L,\qquad 0\le P\le1 .
\]

Within the point-charge polarization model, \(k_L\) is therefore the largest possible growth coefficient. It is not a strict bound for the real pair, because the capture rate itself changes when other forces are included. Four effects can be sized at 500 K.

**Finite size.** Let the partners touch at a distance \(d\), and count contact as capture. The condition \(b^2<g(r)\) is then needed only for \(r\ge d\). If \(r_c<d\), the function \(g\) rises throughout this range, its smallest value lies at \(r=d\), and

\[
\sigma=\pi\left(d^2+\frac{C_4}{Ed^2}\right)\qquad\text{for }E>\frac{C_4}{d^4}.
\]

For a rough \(d=4.0\) Å this applies above \(33.84/256=0.13\) eV, about three times \(k_BT\). The thermal coefficient barely moves, to \(1.279\times10^{-9}\) cm³/s.

**Dispersion.** Correlated charge fluctuations add an attraction \(-C_6/r^6\). The Slater–Kirkwood approximation, taken over here for sizing and not derived, with eight valence electrons on each partner and a rough anion polarizability volume of 8 Å³, gives \(C_6\approx330\) eV Å⁶. Together with the contact distance this raises the coefficient to about \(1.47\times10^{-9}\) cm³/s, 15% above \(k_L\). The anion value is uncertain, because the extra electron is loosely held. Hartree–Fock gives about 10.5 Å³ with the aug-cc-pVDZ basis and about 12 Å³ when more diffuse functions are added; including correlation by second-order perturbation theory raises the latter to about 13.5 Å³. In the Slater–Kirkwood approximation this last value would raise \(C_6\) to about 480 eV Å⁶ and the coefficient by a further 4%. The approximation is itself rough: with Hartree–Fock polarizabilities for both partners, it gives a \(C_6\) about a quarter larger than the integral over their frequency-dependent polarizabilities.

**Higher polarization.** At \(r_c\) the Hartree–Fock mean energy is slightly deeper than the \(r^{-4}\) law with the Hartree–Fock polarizability. Expressed as an \(r^{-6}\) term, the excess corresponds to about 110 eV Å⁶. Adding it gives \(1.51\times10^{-9}\) cm³/s, 19% above \(k_L\). An average over more orientations lowers the term to about 97 eV Å⁶, which changes the coefficient by less than 1%. The term was fixed at one distance, so its use at other distances is an extrapolation.

**Orientation.** Silane has no permanent dipole or quadrupole, but it has an octupole, whose energy in the field of a charge also falls as \(r^{-4}\). At \(r_c\) the Hartree–Fock energy is −42.8 meV with the charge on the side of a hydrogen atom, −53.4 meV on the opposite, face side, and −42.1 meV along a cube axis. A triple-zeta basis (aug-cc-pVTZ) shifts these values by up to about 0.5 meV, which leaves their pattern unchanged. The octupole energy has opposite signs on the first two sides and vanishes on the cube axis, so an octupole alone would put the third value midway between the others. It lies about 6 meV above the midpoint, so other angular terms also contribute. The modest difference between the first two sides is itself a partial cancellation: the unpolarized molecule gives about +14 meV on the hydrogen side and −16 meV on the face side, while the induced attraction is stronger on the hydrogen side.

The orientation mean is −45.7 meV, and the best of the three orientations is 1.17 times as deep (−45.1 meV and 1.18 when more orientations are averaged). If silane stayed locked in that orientation and the whole attraction were scaled by this factor, \(k_L\) would rise by \(\sqrt{1.17}\), to \(1.38\times10^{-9}\) cm³/s. In fact silane turns through roughly 9 rad in the 0.65 ps needed to travel \(r_c\) at the mean relative speed. This favours the orientation average, though the rotation is not fast enough to make it strict.

The answer to (b) is that \(k_L\) is the leading-order coefficient for unit reaction probability. An allowance for the added attractions puts the capture coefficient at roughly 1.5 to \(1.6\times10^{-9}\) cm³/s. Neither number includes the internal charge distribution of the anion or, apart from the rough contact distance, the short-range repulsion between the partners.

## Growth of the first clusters

For an anion with \(n\) silicon atoms, only the reduced mass changes in the point-charge model:

\[
k_n=k_L\left(\frac{\mu_1}{\mu_n}\right)^{1/2}.
\]

As the anion becomes heavy, \(\mu_n\) approaches the mass of silane, and \(k_n\) falls towards \(k_L\sqrt{15.80/32.12}=0.90\times10^{-9}\) cm³/s. At \(n=6\) it is already \(0.97\times10^{-9}\) cm³/s.

The silane density follows from the ideal-gas law:

\[
N=\frac{p}{k_BT}=3.86\times10^{15}\ \mathrm{cm^{-3}}.
\]

One SiH₃⁻ ion therefore captures silane at the frequency

\[
k_LN=(1.277\times10^{-9})(3.86\times10^{15})\ \mathrm{s^{-1}}=4.9\times10^6\ \mathrm{s^{-1}},
\]

once every 0.20 μs on average. Successive mean waiting times add, so for \(P=1\) the mean time from \(n=1\) to \(n=7\) is

\[
t=\sum_{n=1}^{6}\frac{1}{k_nN}=1.5\ \mu\mathrm s .
\]

With a common reaction probability \(P\) and no losses, this time becomes \(t/P\).

The sum stops at \(n=7\) for a physical reason. Let each silicon atom occupy a rough volume \(v_1=20\) Å³, and give silane a radius of 2.0 Å, half the contact distance used above. A compact cluster then touches silane at

\[
d_n=\left(\frac{3nv_1}{4\pi}\right)^{1/3}+2.0\ \text{Å}.
\]

Setting \(d_n=r_c=5.29\) Å and solving for \(n\) gives

\[
n=\frac{4\pi}{3(20)}(5.29-2.0)^3\approx7.5 .
\]

Above this size a pair of energy \(k_BT\) makes contact before it reaches the barrier of the point-charge model. The change is gradual, because \(g\) is flat near its minimum and because \(r_c\) depends on energy. In the limit \(d_n\gg r_c\), the finite-size cross-section tends to \(\pi d_n^2\), and the coefficient tends to \(\pi d_n^2\) times the mean relative speed. It then grows with cluster size, whereas the Langevin value does not. With the rough sizes used here, the thermally averaged finite-size coefficient exceeds \(k_n\) by about 5% at \(n=7\), by about a third at \(n=30\) and by a factor of about two at \(n=100\). This answers (c) as far as size alone is concerned: contact begins to matter at roughly seven silicon atoms, and the error from neglecting it then grows gradually.

Dispersion has no such threshold. Suppose that the anion's polarizability volume starts at the rough 8 Å³ used above, and that each added silicon atom raises it by a rough 4.6 Å³ and brings six valence electrons with its hydrogen atoms. The Slater–Kirkwood estimate, with contact at \(d_n\), then lies about 20% above \(k_n\) at \(n=2\) and about 45% above it at \(n=7\). With these larger coefficients, the mean time from \(n=1\) to \(n=7\) at \(P=1\) falls from 1.5 to about 1.1 μs. For the first clusters, \(k_n\) is therefore a scale for the capture rate and not a precise value.

## Comparison with a deposition discharge

A silane pressure of some tenths of a Torr and a gas temperature of a few hundred kelvin are roughly typical of plasma deposition of amorphous silicon. The assumption most open to doubt there is \(P=1\), and the growth coefficient moves in direct proportion to it: \(P=0.01\) would give \(1.3\times10^{-11}\) cm³/s. Depletion of silane lowers the capture frequency in proportion to its density.

Growth also competes with neutralization by positive ions. For a rough positive-ion density of \(10^{10}\) cm⁻³ and a rough recombination coefficient of \(10^{-7}\) cm³/s, the loss frequency is \(10^3\) s⁻¹. Growth of SiH₃⁻ equals this loss when

\[
P=\frac{10^3}{4.9\times10^6}\approx2\times10^{-4}.
\]

At that value the first step succeeds half the time. If \(P\) and the loss frequency stay the same as the anion grows, later steps up to \(n=7\) do no better, because their capture coefficients stay below that of the first step (the point-charge \(k_n\) decreases steadily; with contact and dispersion included the coefficient passes a minimum near \(n=3\) and regains its first value only near \(n=10\)), so at most \((1/2)^6\approx1.6\%\) of the anions reach \(n=7\). A large capture coefficient thus permits rapid anion-driven growth but does not establish it; that depends on \(P\), and so on the reaction energy and any barrier, which the capture model does not supply. The main computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
silane polarizability volume: 4.7 A^3
masses of SiH3- and SiH4: 31.109, 32.117 u
reduced mass: 15.802 u = 2.6241e-26 kg
e^2/(4 pi eps0): 14.3996 eV A
C4: 33.84 eV A^4
Langevin coefficient: 1.277e-09 cm3/s = 1.277e-15 m3/s
numerical Maxwell average at 300 K: 1.2772e-09 cm3/s
numerical Maxwell average at 500 K: 1.2772e-09 cm3/s
numerical Maxwell average at 1000 K: 1.2772e-09 cm3/s
gas temperature: 500 K, kT = 0.04309 eV
capture radius r_c at E = kT: 5.294 A
critical b, formula: 7.4866 A
critical b, trajectories: 7.4865 A
cross-section at E = kT: 176.1 A^2
HF/aug-cc-pVDZ polarizability, field: 4.437 A^3
same from charge at 15.88 A: 4.492 A^3
HF energy at r_c, H side: -42.80 meV
HF energy at r_c, face side: -53.35 meV
HF energy at r_c, cube axis: -42.09 meV
HF energy at r_c, orientation mean: -45.68 meV
best orientation / mean energy: 1.168
rate if locked in best orientation: 1.380e-09 cm3/s
silane turn during passage: 9.4 rad
mean relative speed: 818 m/s
passage time r_c/speed: 0.65 ps
orbital quantum number at critical b: 135
rough contact distance: 4.0 A
rough anion polarizability volume: 8.0 A^3
C6 dispersion: 334 eV A^6
C6 effective higher polarization: 110 eV A^6
rate with contact distance: 1.279e-09 cm3/s
rate with contact and dispersion: 1.467e-09 cm3/s
rate with contact and both C6 terms: 1.514e-09 cm3/s
that rate / Langevin: 1.186
silane pressure: 0.2 Torr
silane density: 3.863e+15 cm^-3
capture frequency per SiH3-: 4.933e+06 s^-1
mean time between captures: 0.203 us
Langevin coefficient for n = 6: 9.719e-10 cm3/s
numerical average for n = 6: 9.719e-10 cm3/s
heavy-anion limit: 8.959e-10 cm3/s
rough volume per Si atom: 20 A^3
size where contact reaches r_c: n = 7.5
shortest mean time from n = 1 to n = 7: 1.47 us
rough positive-ion density: 1.0e+10 cm^-3
rough recombination coefficient: 1.0e-07 cm3/s
recombination frequency: 1.00e+03 s^-1
reaction probability for growth = loss: 2.03e-04
```
